# Klemens' linewidth and asymmetric two-phonon decay of the silicon Raman line

## Problem

The Raman line of silicon comes from an optical phonon of zero wavevector, at roughly \(520\ \mathrm{cm^{-1}}\). Let its angular frequency be \(\omega_0\). The cubic terms of the lattice potential let it decay into two phonons of lower frequency, with

\[
\omega_1+\omega_2=\omega_0,\qquad \mathbf q_1+\mathbf q_2=0,
\]

the second condition holding up to a reciprocal lattice vector. Let \(\Gamma(T)\) be the full width of the line at half maximum, in angular frequency.

(a) Find \(\Gamma(T)/\Gamma(0)\) to leading order in the cubic coupling.

(b) What does it become when both final phonons belong to the same acoustic branch?

(c) Compare the splits \(260+260\), \(200+320\) and \(120+400\ \mathrm{cm^{-1}}\).

(d) Can the temperature dependence of the width identify the split?

The three splits are illustrative choices. Finding silicon's actual channels and their strengths would require its phonon dispersion and cubic force constants.

Frequencies and couplings are held independent of temperature, and the final phonons are kept in thermal equilibrium by the rest of the crystal. Defects, instrumental broadening and quartic or higher terms are left out. The Raman mode is taken to lie at the top of silicon's phonon spectrum.

## First estimate by scaling

A cubic energy proportional to \(u_0u_1u_2\), where the \(u_i\) are mode amplitudes, can be read as a coupling between modes 0 and 2 whose strength is modulated by the vibration \(u_1\). A transition rate goes as the square of a coupling, hence as \(\langle u_1^2\rangle\), which is proportional to the vibrational energy of mode 1. The same holds with modes 1 and 2 exchanged.

Suppose both final phonons have frequency \(\omega_0/2\). At high temperature each has the classical energy \(kT\). At zero temperature each has the zero-point energy \(\tfrac12\hbar(\omega_0/2)=\hbar\omega_0/4\). The ratio suggests

\[
\frac{\Gamma(T)}{\Gamma(0)}\approx\max\!\left(1,\frac{4kT}{\hbar\omega_0}\right).
\]

For unequal frequencies, measure each energy in quanta. The zero-point motions count \(\tfrac12+\tfrac12=1\), and the classical motions count

\[
\frac{kT}{\hbar\omega_1}+\frac{kT}{\hbar\omega_2}
=\frac{kT\,\omega_0}{\hbar\omega_1\omega_2}.
\]

Define the asymmetry \(\delta=(\omega_2-\omega_1)/\omega_0\), with \(\omega_2\ge\omega_1\). Then \(\omega_{1,2}=\omega_0(1\mp\delta)/2\) and \(\omega_1\omega_2=\omega_0^2(1-\delta^2)/4\), so the estimate becomes

\[
\frac{\Gamma(T)}{\Gamma(0)}\approx
\max\!\left(1,\frac{4kT}{\hbar\omega_0(1-\delta^2)}\right).
\]

Adding the two contributions with equal weight is so far a guess.

With \(hc/k=1.4388\ \mathrm{K}\) per \(\mathrm{cm^{-1}}\), the symmetric estimate at 1000 K is

\[
\frac{4\times1000}{1.4388\times520}=5.35.
\]

It reaches 1 at \(T_*=1000/5.35\approx187\ \mathrm K\). The line should therefore be nearly constant well below this temperature and broaden linearly well above it.

## Exact solution of the leading-order model

### The resonant Hamiltonian

In normal coordinates the cubic potential is \(\frac1{3!}\sum\Phi_{\lambda\lambda'\lambda''}Q_\lambda Q_{\lambda'}Q_{\lambda''}\). Three distinct modes appear in six orderings with the same coefficient, which cancels the factor \(1/3!\). Each unordered pair \(c\) of final modes is therefore counted once.

Each \(Q\) contains a creation and an annihilation operator. Near \(\omega_1+\omega_2=\omega_0\), the slowly varying products are those that exchange one optical phonon for two final phonons. Keeping these gives

\[
\frac H\hbar=\omega_0a^\dagger a+\sum_i\omega_i b_i^\dagger b_i
+\sum_c\left(g_c\,a^\dagger b_1b_2+g_c^*\,b_1^\dagger b_2^\dagger a\right).
\]

Here \(a\) belongs to the optical mode, \(b_1,b_2\) to the pair \(c\), and \(g_c\) is a frequency.

Another kind of resonance, \(\omega_0+\omega_1=\omega_2\), would need a phonon with \(\omega_2>\omega_0\). None exists if the Raman mode is at the top of the spectrum. In other crystals such difference processes can contribute at finite temperature.

### Equations of motion

From \(i\,dO/dt=[O,H/\hbar]\) and \([a,a^\dagger]=1\),

\[
i\frac{da}{dt}=\omega_0a+\sum_c g_c\,b_1b_2 .
\]

For the pair operator, \([b_1b_2,\,b_1^\dagger b_1+b_2^\dagger b_2]=2b_1b_2\), each mode contributing once. With the frequencies included,

\[
i\frac{d(b_1b_2)}{dt}=(\omega_1+\omega_2)b_1b_2
+g_c^*\,[b_1b_2,b_1^\dagger b_2^\dagger]\,a+\dots
\]

Writing \(N_i=b_i^\dagger b_i\) and using \(b_ib_i^\dagger=N_i+1\), the commutator is

\[
(N_1+1)(N_2+1)-N_1N_2=1+N_1+N_2 .
\]

The dots stand for pairs that share one mode with \(c\). For example, \([b_1b_2,b_1^\dagger b_3^\dagger]=b_3^\dagger b_2\) for distinct modes 2 and 3, and its thermal average is zero.

To leading order in the coupling, the commutator may be replaced by its equilibrium average,

\[
F_c=1+n_1+n_2,\qquad n_i=\frac1{e^{x_i}-1},\qquad x_i=\frac{\hbar\omega_i}{kT}.
\]

### Decay of the amplitude

Let \(A=\langle a\rangle\), \(p_c=\langle b_1b_2\rangle\) and \(\Omega_c=\omega_1+\omega_2\). If the pair amplitude vanishes at \(t=0\), its equation integrates to

\[
p_c(t)=-ig_c^*F_c\int_0^t e^{-i\Omega_c\tau}A(t-\tau)\,d\tau .
\]

Put \(A(t)=e^{-i\omega_0t}\alpha(t)\) and insert \(p_c\) into the equation for \(A\). The factor \(-i\) from that equation multiplies the \(-i\) above to give \(-1\):

\[
\frac{d\alpha}{dt}=-\sum_c|g_c|^2F_c
\int_0^t e^{i(\omega_0-\Omega_c)\tau}\alpha(t-\tau)\,d\tau .
\]

For a broad, smooth continuum of pairs, the summed integrand dies out long before \(\alpha\) changes. One may then replace \(\alpha(t-\tau)\) by \(\alpha(t)\) and extend the integral to infinity. With a small positive convergence rate \(\eta\),

\[
\int_0^\infty e^{iy\tau-\eta\tau}d\tau
=\frac{\eta+iy}{\eta^2+y^2}
\longrightarrow \pi\delta_{\rm D}(y)+i\,\mathrm P\frac1y ,
\]

where \(\delta_{\rm D}\) is the Dirac function and P denotes the principal value. The second term shifts the frequency. The first gives \(|\alpha|\propto e^{-\Gamma t/2}\), with

\[
\Gamma=2\pi\sum_c|g_c|^2(1+n_1+n_2)\,\delta_{\rm D}(\omega_0-\omega_1-\omega_2).
\]

The Fourier transform of this decaying oscillation has a real part proportional to

\[
\frac{\Gamma/2}{(\omega-\tilde\omega_0)^2+(\Gamma/2)^2},
\]

where \(\tilde\omega_0\) is the shifted frequency. It falls to half its maximum at \(\omega-\tilde\omega_0=\pm\Gamma/2\), so \(\Gamma\) is the full width.

At \(T=0\) every \(n_i\) vanishes. If all contributing pairs have the same split,

\[
\boxed{\frac{\Gamma(T)}{\Gamma(0)}=1+n(\omega_1)+n(\omega_2)\equiv R}
\]

If several splits contribute, their factors \(R\) are averaged with their zero-temperature widths as weights. This answers (a).

### Why the factor is not \((1+n_1)(1+n_2)\)

That product describes decay alone, including stimulated emission. Recombination of two phonons into an optical phonon must be subtracted. If the optical mode has occupation \(N_0\), the net loss is proportional to

\[
N_0(1+n_1)(1+n_2)-(1+N_0)n_1n_2=N_0(1+n_1+n_2)-n_1n_2 .
\]

Since \((1+n_i)/n_i=e^{x_i}\) and \(x_1+x_2=\hbar\omega_0/kT\), the equilibrium optical occupation \(n_0\) satisfies \((1+n_0)/n_0=(1+n_1)(1+n_2)/(n_1n_2)\). Cross-multiplying and cancelling \(n_0n_1n_2\) gives \(n_1n_2=n_0(1+n_1+n_2)\). The net loss is therefore proportional to \((N_0-n_0)(1+n_1+n_2)\).

With the golden-rule prefactor \(2\pi|g_c|^2\delta_{\rm D}\), the excess population decays at the rate \(\Gamma\). Its lifetime is \(\tau=1/\Gamma\).

### Klemens' case

Real force constants give a dynamical matrix with \(D(-\mathbf q)=D(\mathbf q)^*\). If \(D(\mathbf q)e=\omega^2e\), complex conjugation gives \(D(-\mathbf q)e^*=\omega^2e^*\). Hence each branch has \(\omega_j(\mathbf q)=\omega_j(-\mathbf q)\).

Two final phonons from the same branch have opposite wavevectors and so equal frequencies, each \(\omega_0/2\). This yields Klemens' law, the answer to (b):

\[
\boxed{\Gamma(T)=\Gamma(0)\left[1+2n(\omega_0/2)\right]}
\]

The branch must reach \(\omega_0/2\), and the cubic coupling must not vanish there. Two acoustic phonons from different branches need not share the energy equally, so decay into acoustic phonons is not by itself enough for this law.

### Dependence on the split

Since \(n_i+\tfrac12=\tfrac12\coth(x_i/2)\),

\[
R=\tfrac12\coth\frac{x_1}{2}+\tfrac12\coth\frac{x_2}{2}
=\frac{\sinh[(x_1+x_2)/2]}{2\sinh(x_1/2)\sinh(x_2/2)} .
\]

Let \(X=\hbar\omega_0/kT=x_1+x_2\), so that \(x_2-x_1=\delta X\). The identity \(2\sinh u\sinh v=\cosh(u+v)-\cosh(u-v)\) gives

\[
R=\frac{\sinh(X/2)}{\cosh(X/2)-\cosh(\delta X/2)} .
\]

As \(\delta\) increases from zero, \(\cosh(\delta X/2)\) grows and the denominator shrinks. At any \(T>0\), the symmetric channel therefore has the smallest relative broadening. The softer phonon of an asymmetric pair gains more occupation than the harder one loses.

At low temperature \(n_i\approx e^{-x_i}\). Thus \(R-1\approx2e^{-X/2}\) for equal phonons, while for unequal phonons \(R-1\approx e^{-x_1}\), governed by the softer one.

### Numbers for the three splits

For the symmetric split at 300 K,

\[
x_1=x_2=\frac{1.4388\times260}{300}=1.247,\qquad n_1=n_2=0.403,
\]

so \(R=1+2(0.403)=1.81\). For \(120+400\ \mathrm{cm^{-1}}\), the occupations are 1.285 and 0.172, giving \(R=2.46\). The same formula gives these values of \(\Gamma(T)/\Gamma(0)\):

| \(T\) (K) | 260+260 | 200+320 | 120+400 |
|---:|---:|---:|---:|
| 100 | 1.05 | 1.07 | 1.22 |
| 300 | 1.81 | 1.90 | 2.46 |
| 600 | 3.31 | 3.49 | 4.62 |
| 1000 | 5.41 | 5.71 | 7.59 |

Take a round model width of \(1\ \mathrm{cm^{-1}}\) at zero temperature. A width \(W\) in wavenumbers means \(\Gamma=2\pi cW\), so the lifetime is \(1/(2\pi cW)=5.31\ \mathrm{ps}\). At 300 K it falls to 2.94, 2.80 and 2.16 ps for the three splits, in the order of the table.

## Comparison of the estimate and the solution

The solution confirms the guess made in the estimate: \(R\) is the sum of the two mean energies, each measured in quanta, because \(R=(n_1+\tfrac12)+(n_2+\tfrac12)\). The estimate replaced the smooth passage from zero-point to classical motion by a corner.

For small \(x\), \(\tfrac12\coth(x/2)=1/x+x/12-x^3/720+\dots\). Adding the two modes gives

\[
R=\frac{4}{X(1-\delta^2)}+\frac{X}{12}-\frac{x_1^3+x_2^3}{720}+\dots
\]

The first term is the classical estimate. The second is positive and independent of the split. At 1000 K, \(X=4/5.35=0.748\) and \(X/12=0.062\), which accounts for the difference between 5.35 and 5.41.

| \(T\) (K) | 260+260: estimate | solution | 120+400: estimate | solution |
|---:|---:|---:|---:|---:|
| 100 | 1.00 | 1.05 | 1.00 | 1.22 |
| 300 | 1.60 | 1.81 | 2.26 | 2.46 |
| 1000 | 5.35 | 5.41 | 7.53 | 7.59 |

The asymmetric estimates above the corner use \(1/(1-\delta^2)=1.408\), with \(\delta=280/520\). At 300 K the symmetric estimate is 11% below the solution. At 100 K the asymmetric estimate is 18% below it, because the soft phonon is already thermally excited.

### What a measured curve can tell

The ratio \(\Gamma(1000\,\mathrm K)/\Gamma(300\,\mathrm K)\) is 2.99, 3.01 and 3.09 for the three splits. Without low-temperature data they are hard to separate, since their high-temperature widths differ mainly by a constant factor that \(\Gamma(0)\) can absorb. With \(\Gamma(0)\) rescaled, Klemens' law follows the \(200+320\) channel within 0.3% and the \(120+400\) channel within 1.6% between 300 and 1000 K.

Even with a known \(\Gamma(0)\), data of limited accuracy need not fix the split. Mix the symmetric and \(120+400\) channels, giving the latter a fraction \(w\) of the zero-temperature width. Matching the \(200+320\) channel at 300 K requires

\[
w=\frac{1.8960-1.8066}{2.4574-1.8066}=0.137 .
\]

At 1000 K both the mixture and the single channel then give 5.71. At 100 K they give 1.072 and 1.070. Evaluating both curves every 0.5 K from 20 to 1200 K gives a largest difference of 0.3% of the single-channel width, near 70 K.

The expansion explains the agreement at high temperature. Its first term is linear in \(1/(1-\delta^2)\), and its second is common to all splits. Matching two curves where these terms dominate also matches their classical slopes. At low temperature both curves tend to 1, so even different exponential tails change the total width little.

The answer to (d) is therefore negative in this example for widths known no better than about 0.3%: a fit by one split at that accuracy does not show that the phonon decays through one channel. Klemens' law is easier to exclude when \(\Gamma(0)\) is known, since it gives the smallest \(R\): 1.81 against 1.90 for both the mixture and the \(200+320\) channel at 300 K. Within the model, more accurate data could also separate those two, because their low-temperature tails are governed by different softest phonons, 120 and \(200\ \mathrm{cm^{-1}}\); these tails are small, about 0.2% of the width at 40 K. The figure 0.3% is not a threshold for identifying the split. If the split and \(\Gamma(0)\) are both fitted, a single channel follows the mixture within 0.15%. A mixture of \(260+260\) with \(170+350\ \mathrm{cm^{-1}}\), the latter with weight 0.41, follows the \(200+320\) channel within 0.07%. Such small differences also have meaning only inside the model: a 1% change of the phonon frequencies changes \(R\) by 1% at 1000 K, and in real silicon the frequencies shift with temperature by amounts of this order. In practice the distribution of channels needs further information.

At high temperature the model itself can fail. Decay into three phonons, for instance, carries the factor \((1+n_1)(1+n_2)(1+n_3)-n_1n_2n_3\). The cubic products cancel, leaving terms such as \(n_1n_2\), which grow as \(T^2\). An upward curvature from such terms, or from frequencies changing with thermal expansion, should not be attributed to an asymmetric split: in the present model the classical width is linear in \(T\) for every split. The leading curvature left at high temperature comes from the term \(X/12\), which is common to all splits and fades as \(T\) rises. Near and below room temperature the model curve itself bends upward noticeably, and well below the corner the softer split bends more.

Numbers in the example were calculated in double precision.
